# Scissors Shift, Velocity and Position Matrix Elements in a Two-Band Monolayer, part 2

We ask how interband matrix elements change when all empty bands $c$ are raised by one energy $\Delta$ while the filled bands $v$ and all states stay unchanged. The shifted (scissors) Hamiltonian is $H'(\mathbf k)=H(\mathbf k)+\Delta P_c(\mathbf k)$, where $P_c$ projects on the empty bands. Primes mark shifted quantities. With $u_n$ the cell-periodic states, the position element is

$$\boldsymbol\xi_{nm}=i\langle u_n|\nabla_{\mathbf k}u_m\rangle,\qquad n\neq m. \tag{7}$$

The shift leaves $\boldsymbol\xi_{cv}$ unchanged. With $E_{cv}=E_c-E_v$, the velocity elements obey

$$\hbar v'_{\alpha,cv}=i(E_{cv}+\Delta)\xi_{\alpha,cv}, \tag{13}$$

$$\boxed{\;\mathbf v'_{cv}=\frac{E_c-E_v+\Delta}{E_c-E_v}\,\mathbf v_{cv}\;} \tag{14}$$

The kinetic momentum is $m_0\mathbf v'$, with $m_0$ the free-electron mass. For electron charge $-e$ and a uniform field $\boldsymbol{\mathcal E}=-\partial_t\mathbf A$, with a shift operator that does not respond to the field,

$$H'(\mathbf k+e\mathbf A/\hbar)=H'(\mathbf k)+e\mathbf A\cdot\mathbf v'(\mathbf k)+O(A^2). \tag{16}$$

The example is a two-band monolayer, with $\mathbf k$ measured from a corner of the Brillouin zone:

$$H(\mathbf k)=A(k_x\sigma_x+k_y\sigma_y)+\frac{E_g}{2}\sigma_z, \tag{21}$$

Here $A$ is a coupling, not the vector potential $\mathbf A$, and $\sigma_x,\sigma_y,\sigma_z$ are Pauli matrices in a $\mathbf k$-independent basis. The energies are $\pm E/2$; the old gap is

$$E=\sqrt{E_g^2+4A^2k^2}, \tag{22}$$

and the new one is $E'=E+\Delta$. With $\mathbf n=(2Ak_x,2Ak_y,E_g)/E$, $P_c=(1+\mathbf n\cdot\boldsymbol\sigma)/2$. The old velocity element satisfies

$$\hbar^2|v_{x,cv}|^2=A^2\left(1-\frac{4A^2k_x^2}{E^2}\right). \tag{23}$$

For $\mathbf k$ along $x$,

$$|\xi_x|=\frac{AE_g}{E^2},\qquad |\xi_y|=\frac{A}{E}. \tag{24}$$

The closing output also lists an earlier check on a one-dimensional plane-wave crystal with reciprocal vector $G$, a local potential and $\Delta=0.90$ eV. There the canonical momentum is $\mathbf p=-i\hbar\nabla$. The strength sum over bands $m$ above the filled band 0, $\sum_{m\neq0}2m_0|v_{m0}|^2/E_{m0}$, equals $1-m_0/m^*$ before the shift, with $m^*$ the filled-band mass. The shift adds the excess $(2m_0\Delta/\hbar^2)\sum_{m\neq0}|\xi_{m0}|^2$.

**Numbers.** Take $A=0.35$ eV nm, $E_g=1.70$ eV and $\Delta=0.90$ eV. At the valley centre, $k=0$,

$$|\xi_x|=|\xi_y|=\frac{0.35}{1.70}\ \text{nm}=0.206\ \text{nm},\qquad \frac{E'}{E}=\frac{2.60}{1.70}=1.529.$$

The velocity element rises from $A/\hbar=5.32\times10^5$ m/s to $8.13\times10^5$ m/s. The kinetic momentum rises from 4.59 to $7.02\,\hbar$/nm.

At $k=1.0$ nm$^{-1}$ along $x$, the old gap is $\sqrt{1.70^2+4(0.35)^2}=\sqrt{3.38}=1.838$ eV. Equation (24) gives $|\xi_x|=0.35\times1.70/3.38=0.176$ nm and $|\xi_y|=0.35/1.838=0.190$ nm. The factor is now $2.738/1.838=1.49$, which takes $|v_x|$ from 4.92 to $7.32\times10^5$ m/s. The factor falls with $k$ because the same shift is added to a larger gap. The conduction-band velocity there is $2A^2k/(\hbar E)=2.02\times10^5$ m/s, and the rigid shift does not alter it.

The relations do not depend on the symmetry of (21). They were tested on an extended model with $0.03\,(k_x+ik_y)^2$ added to the upper off-diagonal element, its complex conjugate added to the lower one, and $0.05k^2$ and $-0.02k^2$ added to the diagonal (coefficients in eV nm$^2$). At $\mathbf k=(0.60,0.35)$ nm$^{-1}$, for $\Delta=0.90$ and $-0.50$ eV, the position elements stayed the same within the test tolerance of about one part in $10^5$, and the interband elements of $\hbar\mathbf v'$ followed (14) within $10^{-8}$ eV nm.

The phases of the elements can be tested through the Berry curvature of the filled band, $\Omega_v=-2\,\mathrm{Im}\langle\partial_xu_v|\partial_yu_v\rangle$. Insert the complete set between the two derivatives. The term with $|u_v\rangle$ is a product of two imaginary numbers, hence real, and drops out. The other term and (13) give

$$\Omega_v=-2\,\mathrm{Im}\left(\xi_{x,cv}^*\xi_{y,cv}\right)=-\frac{2\hbar^2\,\mathrm{Im}(v'_{x,vc}v'_{y,cv})}{E'^2}. \tag{25}$$

For the extended model with $\Delta=0.90$ eV, the right-hand side is 0.0689 nm$^2$. The phase collected by the unshifted state around a small square in $\mathbf k$ space, divided by the area of the square, gives the same value.

**Absorption.** A field $\mathcal E_0\cos\omega t$ along $x$ corresponds to $A_x=-(\mathcal E_0/\omega)\sin\omega t$. By (16), the part of the perturbation that absorbs a photon has magnitude $e\mathcal E_0|v'_{x,cv}|/2\omega$. Fermi's golden rule gives the transition rate at each $\mathbf k$, for a filled valence band and an empty conduction band:

$$W=\frac{2\pi}{\hbar}\frac{e^2\mathcal E_0^2}{4\omega^2}|v'_{x,cv}|^2\,\delta(E'-\hbar\omega).$$

Multiply by $\hbar\omega$, sum over $g$ spin and valley copies and over $\mathbf k$, and equate the result to the absorbed power per area, $\tfrac12\mathrm{Re}\,\sigma'\,\mathcal E_0^2$. The sheet conductivity is then

$$\mathrm{Re}\,\sigma'(\omega)=\frac{g\pi e^2}{\omega}\int\!\frac{d^2k}{(2\pi)^2}|v'_{x,cv}|^2\,\delta(E'-\hbar\omega). \tag{26}$$

The delta function sets $E'=\hbar\omega$, so (13) gives $|v'_{x,cv}|^2=\omega^2|\xi_x|^2$ and

$$\mathrm{Re}\,\sigma'(\omega)=g\pi e^2\omega\int\!\frac{d^2k}{(2\pi)^2}|\xi_x|^2\,\delta(E+\Delta-\hbar\omega). \tag{27}$$

The unshifted conductivity at the lower frequency $\omega-\Delta/\hbar$ contains the same integral, with $\omega-\Delta/\hbar$ in place of the prefactor $\omega$. Therefore

$$\mathrm{Re}\,\sigma'(\omega)=\frac{\omega}{\omega-\Delta/\hbar}\,\mathrm{Re}\,\sigma(\omega-\Delta/\hbar). \tag{28}$$

It is $\mathrm{Re}\,\sigma/\omega$ that moves rigidly along the energy axis. The conductivity moves and also grows if $\Delta>0$.

For the model, average (23) over the direction of $\mathbf k$. Since $k_x^2$ averages to $k^2/2$ and $4A^2k^2=E^2-E_g^2$, the average is $(A^2/2)(1+E_g^2/E^2)$. Differentiating (22) gives $E\,dE=4A^2k\,dk$, so the measure $k\,dk/2\pi$ becomes $E\,dE/8\pi A^2$. The unshifted form of (26) then gives, for $\hbar\omega>E_g$,

$$\mathrm{Re}\,\sigma(\omega)=\frac{g\pi e^2}{\omega\hbar^2}\,\frac{A^2}{2}\left(1+\frac{E_g^2}{E^2}\right)\frac{E}{8\pi A^2}\Bigg|_{E=\hbar\omega}=\frac{ge^2}{16\hbar}\left[1+\left(\frac{E_g}{\hbar\omega}\right)^2\right]. \tag{29}$$

The coupling $A$ cancels: a larger $A$ strengthens each transition but lowers the density of pairs in energy by the same factor.

To first order in $\sigma$, the absorbance of a free-standing sheet is the absorbed power divided by the incident power $\tfrac12\epsilon_0c\mathcal E_0^2$, that is $\mathrm{Re}\,\sigma/\epsilon_0c$. With $g=4$ it is 4.59 % at the unshifted edge. At the shifted edge, 2.60 eV, (28) multiplies this by 1.529 and gives 7.0 %. Keeping the old velocity in (26) with the new gap would divide by 1.529 instead and give 3.0 %. The two results differ by a factor of $1.529^2=2.34$.

As a test of (28) and (29) together, $\mathrm{Re}\,\sigma'$ was integrated over photon energy from the edge up to the transition energy at $k=1.5$ nm$^{-1}$. The formula gives 0.20536 eV in units of $e^2/\hbar$. A sum over $\mathbf k$ with numerically differentiated $H'(\mathbf k)$ gives the same number.

The sheet also weakens the field that drives it. Let $x=\mathrm{Re}\,\sigma'/\epsilon_0c$ and leave out the imaginary part of $\sigma'$. The tangential electric field is continuous across the sheet, $\mathcal E_t=\mathcal E_i+\mathcal E_r$, with $i$, $r$, $t$ for incident, reflected and transmitted. The jump of the magnetic field equals the sheet current, so $\mathcal E_i-\mathcal E_r-\mathcal E_t=x\mathcal E_t$. Eliminating $\mathcal E_r$ gives $\mathcal E_t=\mathcal E_i/(1+x/2)$. The absorbance is then $x/(1+x/2)^2$, which lowers 7.0 % to 6.5 %. The omitted imaginary part diverges logarithmically at the step itself, so this value applies just above the edge. There it enters only through the denominator $|1+\sigma'/2\epsilon_0c|^2$, and 1 meV above the edge it changes the absorbance from 6.54 % to 6.50 %.

**The same gap with different states.** The derivation of (14) used eigenvectors that are unchanged at every $\mathbf k$, and a larger gap alone does not ensure this. The condition is sufficient but not necessary: in the valley model, a fixed rotation of the two basis states, the same at every $\mathbf k$, cancels in (7) and also leaves $\boldsymbol\xi_{cv}$ unchanged. Over a whole Brillouin zone such a rotation would also have to respect $u_{n,\mathbf k+\mathbf G}=e^{-i\mathbf G\cdot\mathbf r}u_{n\mathbf k}$, which a general one does not. Replace $E_g$ by $E_g+\Delta$ in (21). The added term $(\Delta/2)\sigma_z$ does not depend on $\mathbf k$, so the velocity operator stays $A\boldsymbol\sigma/\hbar$ in the plane. The scissors term, in contrast, is $\Delta(1+\mathbf n\cdot\boldsymbol\sigma)/2$, and $\mathbf n$ turns with $\mathbf k$.

At $k=0$ the two added terms differ by a constant energy and give the same states and the same gap. Their derivatives differ. With the mass term, $|v_x|$ stays at $5.32\times10^5$ m/s and the position element shrinks to $0.35/2.60=0.135$ nm. At this point the roles of the fixed and the changing element are exchanged.

The band masses differ as well. Expanding (22) for small $k$ gives a conduction energy $E/2\approx E_g/2+A^2k^2/E_g$ and hence the mass $\hbar^2E_g/2A^2=0.529\,m_0$. The scissors shift leaves it there, whereas the mass term raises it by $2.60/1.70$ to $0.809\,m_0$.

If 10 % of the shift enters as a mass term and 90 % as a scissors term, the position element at the centre is $0.35/1.79=0.196$ nm, which is 5 % below its unshifted value. The velocity is then $7.72\times10^5$ m/s. A calculated gap correction therefore does not by itself justify (14). Nor does a large overlap between old and new states at one $\mathbf k$: with the full mass term the squared overlap is 1 at the centre and 0.996 at $k=1.0$ nm$^{-1}$, yet (14) fails at both points. What must be preserved is the way the states vary with $\mathbf k$, which is what $\boldsymbol\xi_{cv}$ measures.

**A shift that varies with wavevector.** Let $\Delta(\mathbf k)=\Delta+0.1(E-E_g)$, with the states unchanged. At $k=1.0$ nm$^{-1}$ the local shift is $0.90+0.1\times0.138=0.914$ eV. The factor in (14) becomes 1.497 instead of 1.490, a change of 0.5 %. The conduction energy now contains $0.6E$ in place of $0.5E$, so its curvature grows by a factor of 1.2 and the mass falls from 0.529 to $0.441\,m_0$. In this example a variation that hardly affects the optical factor matters for transport.

**Comparison with a real monolayer.** The parameters are rough values in the regime of monolayer MoS$_2$: a semilocal density-functional gap near 1.7 eV, and a correction of roughly 1 eV for a free-standing sheet. One assumption that fails strongly is that electron and hole move independently. Their attraction can be sized as follows. In a sheet of polarizability $\chi$, a potential $\phi(q)$ induces the charge $-\chi q^2\phi$, and a sheet charge $\rho$ produces $\phi=\rho/2\epsilon_0q$. Solving for the total potential of an added charge gives $\rho/[2\epsilon_0q(1+r_0q)]$, with $r_0=\chi/2\epsilon_0$. In real space the interaction energy is

$$V(r)=-\frac{e^2}{4\pi\epsilon_0}\int_0^\infty\frac{J_0(qr)}{1+r_0q}\,dq, \tag{30}$$

where $J_0$ is the Bessel function from the angular integral. For the rough value $r_0=4.0$ nm and the reduced mass $0.264\,m_0$, half the band mass, the radial Schrödinger equation gives a binding energy of 0.58 eV. Halving the grid spacing moves it by less than 0.1 meV. This value is for parabolic bands; with the dispersion (22) and the overlaps of the band states of (21) it becomes 0.57 eV. The first absorption line would thus lie near $2.60-0.58\approx2.0$ eV, or near 1.96 eV once the spin splitting discussed below is included, well below the step at 2.60 eV, and the 7.0 % is not a prediction for a measured spectrum. A substrate or an encapsulating layer adds screening, which lowers both the gap correction and the binding.

Two smaller effects change the elements or the factor between them. A valence-band spin splitting of about 0.15 eV, placed symmetrically about the chosen gap, changes the factor at the valley centre from 1.529 to 1.554 for one spin and 1.507 for the other. Trigonal warping with a rough coefficient of 0.01 eV nm$^2$ changes $|\xi_x|$ by about $+5$ % and $-5$ % at $k_x=+1.0$ and $-1.0$ nm$^{-1}$. Neither effect invalidates (14), provided that the shift leaves the corresponding states unchanged at every $\mathbf k$. The numerical output lists these values together with those of the worked example.

## Calculated quantities

```
coupling A = 0.35 eV nm; copies g = 4
starting gap = 1.70 eV; shift = 0.90 eV; new gap = 2.60 eV
--- k = 0.0 1/nm along x
gap before = 1.7000 eV; after = 2.6000 eV
|xi_x| = 0.2059 nm; |xi_y| = 0.2059 nm (after shift)
|v_x| before = 5.317, after = 8.133 1e5 m/s
m0|v_x| before = 4.593, after = 7.025 hbar/nm
measured velocity ratio = 1.5294
conduction band velocity after = 0.000 1e5 m/s
--- k = 1.0 1/nm along x
gap before = 1.8385 eV; after = 2.7385 eV
|xi_x| = 0.1760 nm; |xi_y| = 0.1904 nm (after shift)
|v_x| before = 4.917, after = 7.324 1e5 m/s
m0|v_x| before = 4.247, after = 6.326 hbar/nm
measured velocity ratio = 1.4895
conduction band velocity after = 2.025 1e5 m/s
--- warped test model, k = (0.60, 0.35) 1/nm
Berry curvature: shifted bands 0.06889, plaquette 0.06889 nm^2
--- plane-wave crystal, lowest band filled
period = 0.32 nm; Fourier potential = 1.0 eV; k = 0.45 G
lowest gap there = 2.4816 eV
canonical |p_cv| before = 7.9217, after = 7.9217 hbar/nm
kinetic m0|v_cv| after = 10.7946 hbar/nm
strength sum before = 3.8560; 1 - m0/m* = 3.8560
strength sum after = 5.2538; predicted excess = 1.3977
sum with old p and new gaps = 2.8303
--- absorbance at the band edge, no excitons
before shift = 4.59 %
after shift, rescaled velocity = 7.01 %
after shift, old velocity (wrong) = 3.00 %
right/wrong = 2.339
integral to k = 1.5 1/nm: k sum 0.20536, law 0.20536 eV e^2/hbar
with sheet back-action = 6.55 %
--- gap increase as mass term instead, valley centre
|xi| = 0.1346 nm; |v| = 5.317 1e5 m/s
10 % of shift as mass term: |xi| = 0.1955 nm, change -5.0 %
  and |v| = 7.724 1e5 m/s
--- conduction mass at valley centre
before = 0.5287 m0; rigid shift = 0.5287 m0
mass term = 0.8086 m0; shift growing by 0.1 of gap rise = 0.4406 m0
velocity factor at 1 1/nm with growing shift = 1.4971
--- other neglected effects
spin-orbit splitting 0.15 eV: centre factor 1.554 and 1.507
warping 0.01 eV nm^2: |xi_x| change at k = +1, -1 1/nm: 4.8 %, -4.9 %
exciton: screening length 4.0 nm, reduced mass 0.2644 m0
exciton binding = 0.578 eV
grid-halving shift = -0.068 meV; box shift = 0.0000 meV
```
